# Why a Superconducting Wire Is Not a Perfect Thermal Insulator

Suppose a small detector at 0.1 K hangs on two thin aluminium wires, and its heat leak is computed from the electrons in those wires alone. For the link worked out below, the answer is 1.5 fW/K. The conductance of the same link with all three of its heat channels counted is about 190 fW/K if the walls of the wires scatter phonons completely, and more if they are smooth. The detector then settles at a temperature its designer did not expect, and a better superconductor will not cure it, because nearly all of the heat travels by routes that the superconducting gap does not close.

The belief behind the error is that a superconducting wire passes current freely and heat not at all. There is good reason to hold it. In a normal metal the electrons usually carry most of the heat, and in a superconductor far below its critical temperature $T_c$ they almost cease to do so. The step that fails is from "the electrons stop" to "the heat stops". To see where it fails, one must know how completely the electrons stop and what remains.

## What the gap does to electronic heat

Count energy $E$ from the chemical potential. The condensate is a single quantum state. It carries charge but no entropy, so its flow carries no heat, and zero electrical resistance says nothing about thermal resistance. Electronic heat is carried by excitations, whose energy is

$$E=\sqrt{\xi^2+\Delta^2},$$

where $\xi$ is the normal-state energy and $\Delta$ the gap.

Consider first an electron with $E<\Delta$ that arrives from a normal metal at a clean superconducting section of length $L$. Let $a$ and $b$ be the slowly varying electron and hole amplitudes, and $v$ the Fermi velocity. They obey the Andreev equations

$$-i\hbar v\,a'+\Delta b=Ea,\qquad i\hbar v\,b'+\Delta a=Eb .$$

Solving for the derivatives gives

$$\frac{d}{dx}\begin{pmatrix}a\\b\end{pmatrix}=\frac{i}{\hbar v}M\begin{pmatrix}a\\b\end{pmatrix},\qquad M=\begin{pmatrix}E&-\Delta\\ \Delta&-E\end{pmatrix}.$$

Since $M^2=(E^2-\Delta^2)\mathbf 1$, define $\hbar v\kappa=\sqrt{\Delta^2-E^2}$. The exponential series then sums to the transfer matrix

$$P=\cosh\kappa L+\frac{iM}{\hbar v\kappa}\sinh\kappa L .$$

The incoming electron has $a(0)=1$, the reflected hole $b(0)=r$, and no hole enters from the far side, so $b(L)=0$. Thus $P_{21}+P_{22}r=0$. The transmitted amplitude is $t=P_{11}+P_{12}r=\det P/P_{22}=1/P_{22}$, because $M$ has zero trace and hence $\det P=1$. Therefore

$$|t|^2=\left|\cosh\kappa L-\frac{iE}{\hbar v\kappa}\sinh\kappa L\right|^{-2}\;\to\;\frac{4(\Delta^2-E^2)}{\Delta^2}\,e^{-2\kappa L}$$

for $\kappa L\gg1$. The electron is turned back as a hole and its energy goes back with it. Above the gap $\kappa$ is imaginary, the hyperbolic functions become oscillating ones, and energy passes at any length.

Real wires are usually diffusive. An excitation then spreads about $\sqrt{\hbar D/\Delta}$ in the time $\hbar/\Delta$, where $D$ is the diffusion coefficient, and this coherence length sets the scale of sub-gap leakage. In a wire much longer than that, only excitations above the gap need be counted.

## How well the remaining excitations conduct

At each energy, diffusive heat transport is governed by the product $N v_g^2\tau$ of density of states, squared group velocity and scattering time. Each factor is changed by superconductivity. From $E\,dE=\xi\,d\xi$,

$$\frac{N}{N_n}=\frac{d|\xi|}{dE}=\frac{E}{|\xi|},\qquad \frac{v_g}{v}=\frac{dE}{d|\xi|}=\frac{|\xi|}{E},$$

where $n$ marks the normal state.

For the scattering time, write the excitation as an electron amplitude $u$ and a hole amplitude $w$, with $u^2=\tfrac12(1+\xi/E)$ and $w^2=\tfrac12(1-\xi/E)$. An impurity potential acts with opposite signs on the two, so its matrix element is proportional to $uu'-ww'$. Elastic scattering allows two final values of $\xi'$:

- $\xi'=\xi$ gives $u^2-w^2=\xi/E$;
- $\xi'=-\xi$ exchanges $u$ and $w$, and gives $uw-wu=0$.

The golden rule multiplies the squared element by the density of final states:

$$\frac{1/\tau}{1/\tau_n}=\frac{\xi^2}{E^2}\,\frac{E}{|\xi|}=\frac{|\xi|}{E}.$$

For isotropic scattering this is also the transport rate. The three factors combine to

$$\frac{Nv_g^2\tau}{N_nv^2\tau_n}=\frac{E}{|\xi|}\,\frac{\xi^2}{E^2}\,\frac{E}{|\xi|}=1 .$$

Above the gap, then, the excitations conduct heat as well as normal electrons of the same energy. The gap removes part of the energy range and leaves the rest unaltered.

In the normal state a wire of resistance $R_N$ carries the heat current $(e^2R_N)^{-1}\int E\,(f_1-f_2)\,dE$ between ends with Fermi functions $f_1$ and $f_2$. For a small temperature difference $\partial f/\partial T=(E/T)(-\partial f/\partial E)$. With $x=E/kT$,

$$G_n=\frac{k^2T}{e^2R_N}\int_{-\infty}^{\infty}\frac{x^2\,dx}{4\cosh^2(x/2)}=\frac{\pi^2k^2T}{3e^2R_N}.$$

In the superconductor the range $|x|<y=\Delta/kT$ is missing. The two remaining halves are equal, so the ratio of the conductances is

$$F(y)=\frac{6}{\pi^2}\int_y^\infty x^2\left(-\frac{df}{dx}\right)dx,\qquad f=\frac{1}{e^x+1}.$$

Integrate by parts once to get $y^2f(y)+2\int_y^\infty xf\,dx$. Since $f=-\frac{d}{dx}\ln(1+e^{-x})$, a second integration by parts gives

$$\int_y^\infty xf\,dx=y\ln(1+e^{-y})+\int_y^\infty\ln(1+e^{-x})\,dx .$$

Expanding the last logarithm and integrating term by term produces $\sum_{m\ge1}(-1)^{m+1}e^{-my}/m^2=-\mathrm{Li}_2(-e^{-y})$. Hence

$$F(y)=\frac{6}{\pi^2}\left[y^2f(y)+2y\ln(1+e^{-y})-2\,\mathrm{Li}_2(-e^{-y})\right].$$

At $y=0$ the sum is $\pi^2/12$ and $F=1$, as it must be when the gap closes. For $y\gg1$ every term reduces to its first exponential:

$$F\simeq\frac{6}{\pi^2}(y^2+2y+2)\,e^{-y}.$$

The gap itself follows from the BCS condition that $\int_0^{W}\tanh(E/2kT)\,d\xi/E$ has the same value at all temperatures, where $W$ is a large cutoff. Write $\tanh(E/2kT)=1-2f(E)$. The first term integrates to $\ln(2W/\Delta)$, and at $T=0$, where $f=0$, the whole is $\ln(2W/\Delta_0)$. Equating the two,

$$\ln\frac{\Delta_0}{\Delta}=2\int_0^\infty\frac{f(E)}{E}\,d\xi .$$

At $T_c$ the gap vanishes and the integral in the BCS condition becomes $\int_0^W\tanh(\xi/2kT_c)\,d\xi/\xi=\ln(2e^{\gamma}W/\pi kT_c)$ for $W\gg kT_c$, with $\gamma$ Euler's constant. This must equal $\ln(2W/\Delta_0)$, so $\Delta_0=\pi e^{-\gamma}kT_c\approx1.76\,kT_c$.

So the belief is right about the electrons of a long wire in this model: their conductance vanishes exponentially. It is wrong about the wire.

## The lattice still conducts

A sound wave needs no minimum energy in a bulk crystal. A phonon branch of speed $v_s$ has heat capacity per volume

$$C=\frac{k}{2\pi^2}\left(\frac{kT}{\hbar v_s}\right)^3\int_0^\infty\frac{x^4e^x\,dx}{(e^x-1)^2}=\frac{2\pi^2}{15}\,k\left(\frac{kT}{\hbar v_s}\right)^3,$$

the integral being $4\pi^4/15$.

At low temperature I take the walls of the wire to be the main scatterers. Let the wire be a cylinder of diameter $d$ whose rough wall absorbs each phonon and re-emits it in a random direction at the local temperature. A phonon that moves at angle $\theta$ to the axis and left the wall a distance $s$ ago brings the temperature of a place $s\cos\theta$ upstream. Its axial velocity supplies a second cosine, so the conductivity is $Cv_s\langle s\cos^2\theta\rangle$.

Write $s=s_\perp/\sin\theta$, where $s_\perp$ is the distance projected on the cross-section. The angular average is

$$\left\langle\frac{\cos^2\theta}{\sin\theta}\right\rangle=\frac12\int_0^\pi\cos^2\theta\,d\theta=\frac{\pi}{4}.$$

For $s_\perp$, slice the disc of radius $a=d/2$ into parallel chords of length $c=2\sqrt{a^2-h^2}$. The distances back to the wall along one chord integrate to $c^2/2$, so

$$\langle s_\perp\rangle=\frac{1}{\pi a^2}\int_{-a}^{a}2(a^2-h^2)\,dh=\frac{8a}{3\pi}=\frac{4d}{3\pi}.$$

The product of the averages is $d/3$. For a wire of cross-section $A$ and length $L\gg d$, the sum over branches gives

$$G_{\rm ph}=\frac{A}{L}\,\frac{d}{3}\,\frac{2\pi^2k^4T^3}{15\hbar^3}\sum_i\frac{1}{v_i^2}.$$

This is a power of $T$. However large its coefficient, an exponential eventually falls below it.

## The circuit conducts too

If two superconducting wires join resistors $R_1$ and $R_2$ into a closed loop, there is a third channel. Thermal noise in each resistor drives current through the other and heats it. The channel belongs to the circuit: a single wire without a return path, whether metallic or capacitive, does not have it.

In the frequency interval $d\omega/2\pi$ the noise voltage of $R_1$ has mean square $4R_1\hbar\omega(n_1+\tfrac12)$, where $n=1/(e^{\hbar\omega/kT}-1)$. For $\hbar\omega\ll kT$ this is the familiar $4kTR_1$. The loop impedance is $R_1+R_2-i\omega L_\ell$, with $L_\ell$ the loop inductance, so the power delivered to $R_2$ is $R_2$ times the mean-square current. Subtract the reverse flow. The zero-point halves cancel, and

$$P=\int_0^\infty\frac{d\omega}{2\pi}\,\hbar\omega\,\mathcal T\,(n_1-n_2),\qquad \mathcal T=\frac{4R_1R_2}{(R_1+R_2)^2+\omega^2L_\ell^2}.$$

When the inductance is negligible, $\mathcal T$ is constant. Differentiating with respect to temperature and using $\int_0^\infty x^2e^x(e^x-1)^{-2}dx=\pi^2/3$,

$$G_{\rm photon}=\frac{k^2T}{2\pi\hbar}\,\frac{\pi^2}{3}\,\mathcal T=\frac{\pi k^2T}{6\hbar}\,\frac{4R_1R_2}{(R_1+R_2)^2}.$$

Equal resistors give $\mathcal T=1$ and one full quantum of thermal conductance. If one resistance is far larger than the other, $\mathcal T$ falls as four times the smaller over the larger. Mismatch can therefore suppress this channel, while the gap does not: well below $T_c$, thermal photons have energies of a few $kT$, far less than the $2\Delta$ needed to break a pair.

## An aluminium link in numbers

Take two suspended wires, each 1 µm thick and 50 µm long, which join resistors of 100 and 200 Ω. Rough values for aluminium are $T_c=1.2$ K, resistivity 1 µΩ cm, and sound speeds of 6400 m/s for the longitudinal branch and 3000 m/s for each transverse one. Each wire then has $R_N=0.637$ Ω.

At 0.1 K the gap equation gives $y=21.17$, so $F=1.92\times10^{-7}$. In the normal state the two wires together would conduct $7.675\times10^{6}$ fW/K. The electrons now conduct

$$7.675\times10^{6}\times1.92\times10^{-7}\approx1.5\ \text{fW/K}.$$

The phonon formula, doubled for two wires, gives 105 fW/K. This is the limit $L\gg d$. For $L=50d$ the ends lower it by about 5%, to 100 fW/K, and the total at 0.1 K from 191 to 185 fW/K; the long-wire values are kept in what follows. The matching factor is $4\times100\times200/300^2=0.889$, and the photons give 84 fW/K. The same calculation at other temperatures gives, in fW/K for the whole link:

| $T$ (K) | electrons | phonons | photons |
|---|---:|---:|---:|
| 0.05 | $1.8\times10^{-9}$ | 13 | 42 |
| 0.10 | 1.5 | 105 | 84 |
| 0.15 | $1.2\times10^3$ | 355 | 126 |
| 0.20 | $3.2\times10^4$ | 842 | 168 |
| 0.30 | $8.0\times10^5$ | 2840 | 252 |

The total at 0.1 K is 191 fW/K, or $1.91\times10^{-13}$ W/K, which is 129 times the electronic part. It is also only $2.5\times10^{-5}$ of the normal-state electronic conductance. Both ratios matter: the link is an excellent thermal break compared with a normal wire, and a poor one compared with what its electrons alone suggest. The electronic figures depend exponentially on the gap, here $\Delta_0=0.182$ meV. A gap of 0.170 or 0.200 meV gives 5.4 or 0.23 fW/K at 0.1 K, turns the ratio 129 into about 36 or 830, and moves the crossover found below from 0.134 K to 0.124 or 0.150 K. The entry at 0.05 K also presumes an ideally sharp gap: a broadening of $10^{-4}\Delta$ would raise it to about 0.04 fW/K, still negligible beside the other channels.

The table also corrects the belief from the other side. Solving numerically for equal conductances, the electrons overtake the phonons at 0.134 K when the walls are fully rough. At 0.3 K, a quarter of $T_c$, they carry nearly all the heat of this rough-walled link, since $F$ is still 0.035. Being superconducting is not enough; the wire must be far below $T_c$ before its electrons are out of the account.

For bodies at 0.12 and 0.08 K the conductances must be integrated over temperature. A $T^3$ law gives

$$P_{\rm ph}=\frac{105.3}{4(0.1)^3}\left(0.12^4-0.08^4\right)=4.38\ \text{fW},$$

and a linear law gives

$$P_{\rm photon}=\frac{84.12}{2(0.1)}\left(0.12^2-0.08^2\right)=3.36\ \text{fW}.$$

Numerical integration gives 0.27 fW for the electrons. The sum is 8.0 fW. The electronic share is larger than at a uniform 0.1 K because the exponential favours the hot end.

## Where the estimate can move

The phonon figure depends most on the walls. If they reflected like mirrors, the limit would be set by the phonons entering the ends. The average of the forward velocity over all directions is $v_s/4$, so with the bulk heat capacity the ceiling for each wire is $A\sum_i C_iv_i/4$. For the pair at 0.1 K this is 3900 fW/K, some 37 times the rough-wall value. The bulk count omits the surface modes of a free wire. Summing over the modes of an elastic cylinder 1 µm thick raises the ceiling to roughly 5500 fW/K, about 50 times the rough-wall value. A typical transverse phonon at that temperature has a wavelength of 0.38 µm, so walls rough by only a few nanometres reflect most phonons like mirrors. For a smooth film the rough-wall figure is therefore a low estimate, and the true one may lie much nearer the ceiling unless defects inside the wire scatter the phonons. In the model phonons and photons are equal near 0.09 K, which holds only for rough walls and these resistors. With mirror walls the electrons would overtake the phonons near 0.2 K rather than at 0.134 K.

The $T^3$ law also needs many phonon modes across the wire. When they are many, their number at frequency $\omega$ is close to $A\omega^2\sum_iv_i^{-2}/4\pi$. At $\hbar\omega=3.83\,kT$, where the integrand of the phonon conductance peaks, this bulk formula gives 39 at 0.1 K and 10 at 0.05 K, while a free elastic cylinder, with its surface modes, has about 52 and 15. The $T^3$ figures are therefore rough at 0.1 K and only indicative at 0.05 K, where the mirror-wall ceiling is nearly twice its bulk value. At still lower temperature a free elastic wire is left with four gapless motions: stretching, twisting and bending in two directions. In one dimension the group velocity cancels the density of states, so each motion obeys the power integral derived for photons and carries at most $\pi k^2T/6\hbar$. The lattice conductance then becomes linear in $T$ if the transmission is constant, and again no gap shuts it off.

The circuit estimate is less delicate here. For wires 20 µm apart the formula for long parallel wires gives an external loop inductance of roughly $(\mu_0L/\pi)\ln(2\times20/1)=74$ pH; closing the ends with wire of the same thickness gives a rectangular loop of about 92 pH. Even at 0.3 K it would take 277 pH to lower the photon conductance by 1%.

Adding the channels assumes that electrons and lattice share one temperature in each end body. Photons heat the electrons of a resistor, while phonons in the wires heat its lattice. In an ordinary metal the two exchange power $\Sigma V(T_e^5-T_{\rm ph}^5)$, with $V$ the volume, hence a conductance $5\Sigma VT^4$. With a rough $\Sigma=2\times10^9$ W m⁻³ K⁻⁵, about 1.9 µm³ of metal is needed at 0.1 K to make this ten times the link conductance. In a much smaller resistor the channels no longer join the same two temperatures.

Set beside real aluminium devices, the material values are ordinary for a fairly clean film, but the geometry is favourable: many wires lie on a substrate, which carries phonons past them and can dominate the lattice heat. Real devices also break the assumption of thermal equilibrium, since stray radiation can leave excess excitations in the superconductor. With a free-electron density of states for $1.8\times10^{29}$ electrons per m³, equilibrium at 0.1 K gives only 0.0015 excitations per µm³. If electronic conductance grew in proportion to their density, 0.11 per µm³ would bring it level with the phonons and raise the total from 191 to about 295 fW/K. If radiation fixes the excess, that scaling greatly overstates the effect, because the number of excitations then does not grow when one end is warmed. The overstatement is a factor of about 40 if the density is the same at both ends and about 500 if no net flow of excitations occurs, so an excess of about 5 or 50 per µm³ would still bring the electrons level with the rough-wall phonons. The same electron density gives a coherence length of 0.31 µm, so sub-gap leakage through a 50 µm wire is negligible, though the ends are modified over about that distance.

The remedies follow from the channel that dominates. Far below $T_c$ and in equilibrium, a larger gap removes heat flow that is already small. A thinner wire reduces the lattice part while many modes are present. A rougher one does so if its walls still reflect some phonons like mirrors, and a longer one if phonons are scattered along it. A stronger mismatch between the two resistances reduces the photon part, and so does a series inductance large enough to raise the loop impedance at thermal frequencies. Nearer $T_c$ the electrons dominate, and there a larger gap does help.
